# The LYP correlation functional for polarized densities and the uniform gas

## Question

The Lee-Yang-Parr (LYP) functional approximates the correlation energy of a many-electron system by an integral over its spin densities and their gradients. This question tests it against two conditions: the correlation energy of a single electron, and that of a uniform electron gas.

Formulas are in atomic units: lengths in bohr, energies in hartree. Let $\rho_\alpha$ and $\rho_\beta$ be the spin-up and spin-down densities, $\rho=\rho_\alpha+\rho_\beta$ and $x=\rho^{-1/3}$. The functional is $E_c^{\rm LYP}=\int e\,d^3r$ with

$$
e=-\frac{4a}{1+dx}\,\frac{\rho_\alpha\rho_\beta}{\rho}-ab\,\omega\,\big(\rho_\alpha\rho_\beta\,P+R\big),
$$

$$
\begin{aligned}
P={}&2^{11/3}C_F\big(\rho_\alpha^{8/3}+\rho_\beta^{8/3}\big)+\frac{47-7\delta}{18}|\nabla\rho|^2\\
&-\frac{45-\delta}{18}\big(|\nabla\rho_\alpha|^2+|\nabla\rho_\beta|^2\big)\\
&-\frac{\delta-11}{9}\,\frac{\rho_\alpha|\nabla\rho_\alpha|^2+\rho_\beta|\nabla\rho_\beta|^2}{\rho},
\end{aligned}
$$

$$
R=-\tfrac23\rho^2|\nabla\rho|^2+\big(\tfrac23\rho^2-\rho_\alpha^2\big)|\nabla\rho_\beta|^2+\big(\tfrac23\rho^2-\rho_\beta^2\big)|\nabla\rho_\alpha|^2 .
$$

The auxiliary quantities are

$$
\omega=\frac{e^{-cx}}{1+dx}\rho^{-11/3},\qquad \delta=cx+\frac{dx}{1+dx},\qquad C_F=\tfrac{3}{10}(3\pi^2)^{2/3},
$$

and the parameters are $a=0.04918$, $b=0.132$, $c=0.2533$, $d=0.349$.

The reference for the uniform gas is the PW92 parametrization. It is an accurate fit, not the exact energy. With $r_s$ the radius, in bohr, of a sphere that holds one electron on average, its energy per electron at zero or full polarization is

$$
\varepsilon^{\rm PW}=-2A(1+\alpha_1r_s)\ln\!\left(1+\frac1Q\right),
$$

$$
Q=2A\big(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2\big).
$$

| Parameter | Unpolarized | Fully polarized |
|---|---:|---:|
| $A$ | 0.031091 | 0.015545 |
| $\alpha_1$ | 0.21370 | 0.20548 |
| $\beta_1$ | 7.5957 | 14.1189 |
| $\beta_2$ | 3.5876 | 6.1977 |
| $\beta_3$ | 1.6382 | 3.3662 |
| $\beta_4$ | 0.49294 | 0.62517 |

Use 1 hartree = 27.21139 eV and 1 bohr = 0.529177 Å.

## Part (a)

**Evaluate the LYP energy density when every electron has spin up.**

**Answer.** Full polarization means $\rho_\beta=0$ throughout space. A function that is zero everywhere has zero gradient, so $\nabla\rho_\beta=0$ as well. Hence $\rho=\rho_\alpha$ and $\nabla\rho=\nabla\rho_\alpha$.

Consider a point where $\rho>0$. The first term of $e$ contains the product $\rho_\alpha\rho_\beta$ and vanishes. The term $\rho_\alpha\rho_\beta P$ vanishes for the same reason, because $P$ is finite. The remaining part does not carry this product, so its terms must be examined one by one:

$$
\begin{aligned}
R&=-\tfrac23\rho_\alpha^2|\nabla\rho_\alpha|^2+\big(\tfrac23\rho_\alpha^2-\rho_\alpha^2\big)\cdot0+\big(\tfrac23\rho_\alpha^2-0\big)|\nabla\rho_\alpha|^2\\
&=0 .
\end{aligned}
$$

The first and third terms cancel. Since $\omega$ is finite, $e=0$ at the point. Regions without electrons contribute nothing, so

$$
E_c^{\rm LYP}[\rho_\alpha,0]=0 .
$$

The cancellation is pointwise. It requires neither a particular shape of $\rho_\alpha$ nor a particular number of electrons.

## Part (b)

**For which fully polarized systems is this zero the correct correlation energy?**

**Answer.** Let $T$ be the kinetic energy operator and $W=\sum_{i<j}1/r_{ij}$ the electron repulsion. For a given density, let $\Phi$ be the Slater determinant that yields this density with the lowest $\langle T\rangle$. The correlation energy in density functional theory is

$$
E_c=\min_{\Psi\to\rho}\langle\Psi|T+W|\Psi\rangle-\langle\Phi|T+W|\Phi\rangle ,
$$

where the minimum runs over all antisymmetric wavefunctions with the given spin densities.

For one electron there is no pair, so $W=0$. Every one-electron wavefunction is also a one-orbital determinant. Both terms are then the same minimum of $\langle T\rangle$, and $E_c=0$. LYP is correct here, provided the whole density is assigned to one spin channel. The same electron with its spin perpendicular to the quantization axis has $\rho_\alpha=\rho_\beta=\rho/2$. The argument above still gives $E_c=0$, but LYP then gives $-0.37$ eV for the hydrogen 1s density.

For several electrons of equal spin, $\Phi$ is itself allowed in the minimization, which gives $E_c\le0$. To see that $E_c$ is not zero, assume that the density is a ground-state density, among states with all spins up, both for interacting electrons in a local potential $v$ and for non-interacting electrons in a local potential $v_s$, with $\Phi$ the non-interacting ground state. Suppose that $E_c=0$. Then $\Phi$ attains the minimum and is also a ground state of the interacting problem:

$$
\Big(T+W+\sum_iv(\mathbf r_i)\Big)\Phi=E\Phi,\qquad
\Big(T+\sum_iv_s(\mathbf r_i)\Big)\Phi=E_s\Phi .
$$

Subtracting the equations and dividing by $\Phi$ where it is not zero gives

$$
\sum_{i<j}\frac1{r_{ij}}=E-E_s+\sum_i\big[v_s(\mathbf r_i)-v(\mathbf r_i)\big].
$$

Now choose a point and positions for the other electrons near which both potentials are bounded, and consider the configurations with two electrons within a distance $\eta$ of that point and the others within $\eta$ of their positions. In this region the left side is at least $1/(2\eta)$, while the right side stays below a bound that does not grow as $\eta\to0$. The determinant vanishes when the two positions coincide, but it cannot vanish throughout the region: a solution of the Schrödinger equation that vanishes on an open region of configuration space vanishes everywhere (unique continuation). For every $\eta$ the region therefore contains configurations where the equation must hold, and for small enough $\eta$ it fails. Therefore $E_c<0$.

The Pauli principle keeps equal-spin electrons apart, but it does not remove the correlation caused by their repulsion. The zero found in (a) is right for one electron and, for densities that meet the assumptions above, wrong for several.

## Part (c)

**Derive the LYP energy per electron of a uniform gas with polarization $\zeta=(\rho_\alpha-\rho_\beta)/\rho$.**

**Answer.** In a uniform gas all gradients vanish, so $R=0$ and only the $C_F$ term of $P$ remains. The spin densities are $\rho_\alpha=\rho(1+\zeta)/2$ and $\rho_\beta=\rho(1-\zeta)/2$, which gives

$$
\rho_\alpha\rho_\beta=\frac{\rho^2}{4}(1-\zeta^2),\qquad
\rho_\alpha^{8/3}+\rho_\beta^{8/3}=2^{-8/3}\rho^{8/3}S,
$$

with $S=(1+\zeta)^{8/3}+(1-\zeta)^{8/3}$. The first term of $e$ becomes

$$
-\frac{4a}{1+dx}\,\frac{\rho(1-\zeta^2)}{4}=-\frac{a\rho(1-\zeta^2)}{1+dx}.
$$

In the second term the powers of two combine as $2^{11/3}2^{-8/3}=2$, so

$$
\rho_\alpha\rho_\beta P=\frac{\rho^2}{4}(1-\zeta^2)\cdot2C_F\rho^{8/3}S=\frac{C_F}{2}(1-\zeta^2)S\,\rho^{14/3}.
$$

Multiplication by $\omega$ brings in $\rho^{-11/3}$ and leaves one power of $\rho$. Dividing $e$ by $\rho$ gives the energy per electron:

$$
\varepsilon^{\rm LYP}=-\frac{a(1-\zeta^2)}{1+dx}\left[1+\frac{bC_F}{2}\,S\,e^{-cx}\right].
$$

For $\zeta=1$ the prefactor vanishes, in agreement with (a). For $\zeta=0$, $S=2$ and

$$
\varepsilon^{\rm LYP}=-a\,\frac{1+bC_Fe^{-cx}}{1+dx}.
$$

The volume per electron is $1/\rho=4\pi r_s^3/3$. Its cube root is $x=Kr_s$, with $K=(4\pi/3)^{1/3}=1.611992$.

## Part (d)

**Compute the ratio of the LYP energy to the PW92 energy at $r_s=2$, for the unpolarized and the fully polarized gas.**

**Answer.** The value $r_s=2$ corresponds to a radius of 1.058 Å and a density of 0.2014 Å$^{-3}$. In atomic units, $x=1.611992\times2=3.22398$, so that

$$
cx=0.81664,\qquad e^{-cx}=0.44192,\qquad 1+dx=2.12517 .
$$

With $C_F=2.871234$, the product $bC_F$ is 0.379003, and the numerator factor is

$$
1+0.379003\times0.44192=1.16749 .
$$

The parameter $a$ is an energy of 1.33826 eV. Hence

$$
\varepsilon^{\rm LYP}=-1.33826\ {\rm eV}\times\frac{1.16749}{2.12517}=-0.7352\ {\rm eV},
$$

or $-0.02702$ hartree per electron.

For PW92, the unpolarized parameters give $Q=1.52485$ and $\ln(1+1/Q)=0.50428$. The prefactor $2A(1+\alpha_1r_s)$ is 2.41524 eV. Thus

$$
\varepsilon^{\rm PW}=-2.41524\ {\rm eV}\times0.50428=-1.2180\ {\rm eV},
$$

or $-0.04476$ hartree per electron. The ratio is

$$
\frac{\varepsilon^{\rm LYP}}{\varepsilon^{\rm PW}}=\frac{-0.7352}{-1.2180}=0.604 .
$$

Relative to PW92, LYP misses 39.6 percent of the correlation energy.

For the fully polarized gas, PW92 gives $-0.6506$ eV per electron and LYP gives zero, so the ratio is zero. This second failure follows from (a) alone: a functional that vanishes for every fully polarized density cannot reproduce the nonzero correlation energy of the polarized uniform gas.

## Part (e)

**Is the discrepancy in the unpolarized gas peculiar to $r_s=2$? Examine the limits of high and low density.**

**Answer.** At high density $r_s\to0$ and $x\to0$. The exponential and the denominator in the LYP formula both tend to one, so

$$
\varepsilon^{\rm LYP}\to-a(1+bC_F)=-1.8455\ {\rm eV}.
$$

In PW92, $Q\to2A\beta_1r_s^{1/2}$, which tends to zero. Then $\ln(1+1/Q)=-\ln Q+\ln(1+Q)$, and the last term vanishes in the limit. Therefore

$$
\varepsilon^{\rm PW}\to2A\ln\!\big(2A\beta_1r_s^{1/2}\big)=A\ln r_s+2A\ln(2A\beta_1).
$$

The factor $\tfrac12$ from the square root has reduced $2A$ to $A$, which equals 0.8460 eV. The term $2A\alpha_1r_s\ln Q$ has been dropped because $r_s\ln r_s\to0$. PW92 thus diverges logarithmically while LYP stays finite, and the ratio tends to zero.

At low density $r_s\to\infty$. The exponential in LYP vanishes and $1+dx\to dKr_s$, which gives

$$
\varepsilon^{\rm LYP}\to-\frac{a}{dKr_s}.
$$

In PW92, $Q\to2A\beta_4r_s^2$ is large, so $\ln(1+1/Q)\to1/Q$ and

$$
\varepsilon^{\rm PW}\to-\frac{2A\alpha_1r_s}{2A\beta_4r_s^2}=-\frac{\alpha_1}{\beta_4r_s}.
$$

Both energies fall as $1/r_s$, but with different coefficients:

$$
\frac{\varepsilon^{\rm LYP}}{\varepsilon^{\rm PW}}\to\frac{a\beta_4}{dK\alpha_1}=0.202 .
$$

The approach to this limit is slow. The next term in $Q$ is smaller than the leading one by the factor $\beta_3/(\beta_4r_s^{1/2})$, which falls only as the inverse square root of $r_s$.

Values between the limits follow from the same two formulas. Energies are in eV per electron:

| $r_s$ | LYP | PW92 | Ratio |
|---:|---:|---:|---:|
| 0.01 | −1.833 | −5.177 | 0.354 |
| 0.1 | −1.728 | −3.289 | 0.525 |
| 0.5 | −1.367 | −2.085 | 0.656 |
| 1 | −1.072 | −1.627 | 0.659 |
| 5 | −0.368 | −0.768 | 0.480 |
| 10 | −0.203 | −0.505 | 0.402 |
| 100 | −0.023 | −0.087 | 0.269 |

A numerical maximization places the largest ratio, 0.665, near $r_s=0.745$. A scan on a logarithmic grid from $r_s=10^{-8}$ to $10^8$ finds no larger value. Over this range LYP therefore misses at least about one third of the PW92 energy, and $r_s=2$ is not an exceptional case.

## Part (f)

**Apply LYP and a local use of PW92 to two fully polarized densities made from harmonic-oscillator orbitals of length $L=1$ Å: one electron in the s orbital, and four electrons in the s and three p orbitals. What do the results imply for the construction of functionals?**

**Answer.** The s orbital has the density

$$
n_1(r)=\frac{e^{-r^2/L^2}}{\pi^{3/2}L^3}.
$$

The normalized p orbital along axis $i$ has the density $(2r_i^2/L^2)\,n_1$. Adding the three p densities to the s density gives

$$
n_4(r)=n_1(r)\left(1+\frac{2r^2}{L^2}\right).
$$

The mean of $r^2$ in the Gaussian $n_1$ is $3L^2/2$, so $n_4$ integrates to $1+3=4$ electrons.

Local use of PW92 means inserting $r_s(r)=[3/(4\pi n(r))]^{1/3}$ into the fully polarized formula and integrating $n\,\varepsilon^{\rm PW}$ over space. The radial integral was evaluated by Gauss-Legendre quadrature with 300 points out to $7L$.

| System | LYP (eV) | Local PW92 (eV) |
|---|---:|---:|
| One electron | 0 | −0.514 |
| Four equal spins | 0 | −2.323 |

For one electron, (b) shows that the true value is zero. The local PW92 energy is entirely spurious: it assigns to one electron the correlation of a gas of many. For four electrons, (b) shows that the true value is negative, under the assumptions stated there, so the zero of LYP is the error. The value $-2.323$ eV is a local approximation and not the true energy.

If the same four-electron density is divided equally between the two spins, LYP gives $-2.016$ eV. Its zero for equal spins is thus a consequence of the polarization and not of the shape of the total density.

The two conditions are compatible in principle, but a functional must be able to tell one electron from a polarized gas. The local density and its gradient do not suffice for this at every point. At the centre of $n_1$ the gradient is zero, as in a uniform gas, and a suitable $L$ gives the central density any chosen value. An energy density that depends only on the spin densities and their gradients must then take the same value in both systems. It cannot vanish at every point of all one-electron densities and also be correct for the polarized gas.

The kinetic energy density $\tau=\tfrac12\sum_i|\nabla\phi_i|^2$, summed over occupied orbitals, supplies the missing information. For one electron in a real orbital without nodes, $\phi=\sqrt n$ and $\nabla\phi=\nabla n/(2\sqrt n)$, so

$$
\tau=\frac{|\nabla n|^2}{8n}.
$$

In a uniform gas the right side is zero, while $\tau$ is positive because the electrons occupy plane waves with nonzero momentum. At the centre of $n_1$ both sides are zero. A functional that also depends on $\tau$ can therefore vanish for one spin-up electron in such an orbital and keep a nonzero correlation energy for the polarized gas.
